# How far does an oxygen atom in hafnia vibrate at 300 K?: test program

```python
"""
Result under test: an atom of mass m in a harmonic well of frequency f has,
along one direction at temperature T, the displacement variance
    <u^2> = hbar/(2 m omega) * coth(hbar omega/(2 kB T)),  omega = 2 pi f.
For oxygen, f = 10 THz and T = 300 K, the rms value is about 0.07 angstrom.
Symbols: u displacement, k = m omega^2 stiffness, y = hbar omega/(2 kB T).
Working units: angstrom for length, meV for energy, K for temperature.
The independent road is diagonalization of the Hamiltonian on a grid.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad

ANGSTROM = 1e-10
MEV = 1e-3 * const.e
KB = const.k / MEV                          # meV/K

# Inputs; those called rough only size the neglected effects.
mass_o_u = 15.999
mass_hf_u = 178.49
freq_thz = 10.0
temp = 300.0
temp_hot = const.zero_Celsius + 85.0
bond_length = 2.1                           # angstrom, rough
band_low, band_high = 4.0, 20.0             # THz, rough
morse_a = 2.0                               # 1/angstrom, rough
field_mv_cm = 2.0
charge_e = 2.5                              # magnitude, rough

mass = mass_o_u * const.atomic_mass
hbar2_over_m = const.hbar**2 / mass / MEV / ANGSTROM**2   # meV angstrom^2


def quantum_mev(f_thz):
    return const.h * f_thz * 1e12 / MEV


def stiffness(f_thz):
    """m omega^2 in meV/angstrom^2."""
    return mass * (2 * np.pi * f_thz * 1e12)**2 * ANGSTROM**2 / MEV


def variance_formula(f_thz, temperature):
    """Closed formula, in angstrom^2."""
    quantum = quantum_mev(f_thz)
    return hbar2_over_m / (2 * quantum) / np.tanh(
        quantum / (2 * KB * temperature))


# Grid Hamiltonian with the sinc-function kinetic energy.
grid = np.linspace(-0.8, 0.8, 161)
step = grid[1] - grid[0]
index = np.arange(grid.size)
diff = index[:, None] - index[None, :]
sign = np.where(diff % 2 == 0, 1.0, -1.0)
safe = np.where(diff == 0, 1, diff)
kinetic = hbar2_over_m / (2 * step**2) * np.where(
    diff == 0, np.pi**2 / 3, 2 * sign / safe**2)


def solve(potential):
    return np.linalg.eigh(kinetic + np.diag(potential))


def thermal_mean_variance(potential, temperature):
    energies, states = solve(potential)
    weights = np.exp(-(energies - energies[0]) / (KB * temperature))
    density = (states**2) @ (weights / weights.sum())
    mean = density @ grid
    return mean, density @ (grid - mean)**2


k_spring = stiffness(freq_thz)
quantum = quantum_mev(freq_thz)
thermal = KB * temp
y = quantum / (2 * thermal)
harmonic = 0.5 * k_spring * grid**2
zero_var = hbar2_over_m / (2 * quantum)
n_mean = 1 / np.expm1(quantum / thermal)
thermal_var = 2 * n_mean * zero_var
classical_var = thermal / k_spring
full_var = variance_formula(freq_thz, temp)
rms = np.sqrt(full_var)

# Level variances and equal sharing of kinetic and potential energy.
energies, states = solve(harmonic)
for n in range(6):
    level_var = states[:, n]**2 @ grid**2
    potential_energy = states[:, n]**2 @ harmonic
    kinetic_energy = states[:, n] @ kinetic @ states[:, n]
    assert abs(level_var / ((2 * n + 1) * zero_var) - 1) < 1e-7
    assert abs(potential_energy / kinetic_energy - 1) < 1e-7

# Thermal variance and occupation against the grid at two temperatures.
_, grid_var = thermal_mean_variance(harmonic, temp)
_, grid_var_hot = thermal_mean_variance(harmonic, temp_hot)
hot_var = variance_formula(freq_thz, temp_hot)
assert abs(grid_var / full_var - 1) < 1e-7
assert abs(grid_var_hot / hot_var - 1) < 1e-7
boltzmann = np.exp(-(energies - energies[0]) / thermal)
level_number = boltzmann @ index / boltzmann.sum()
assert abs(level_number / n_mean - 1) < 1e-5
assert abs((zero_var + thermal_var) / grid_var - 1) < 1e-7
assert round(np.sqrt(grid_var), 2) == 0.07

# Classical value from the Boltzmann factor, then its quantum correction.
norm = quad(lambda u: np.exp(-k_spring * u**2 / (2 * thermal)), -0.8, 0.8,
            points=[0.0])[0]
second = quad(lambda u: u**2 * np.exp(-k_spring * u**2 / (2 * thermal)),
              -0.8, 0.8, points=[0.0])[0]
assert abs(second / norm / classical_var - 1) < 1e-6
series_var = classical_var * (1 + y**2 / 3)
# The next term of the alternating series bounds the remainder.
assert 0 < (series_var - grid_var) / classical_var < y**4 / 45

# Sensitivity to frequency, by finite differences of grid results.
slope = -0.5 * (1 + 2 * y / np.sinh(2 * y))
shifted = [thermal_mean_variance(
    0.5 * stiffness(freq_thz * s) * grid**2, temp)[1] for s in (0.99, 1.01)]
slope_grid = 0.5 * np.log(shifted[1] / shifted[0]) / np.log(1.01 / 0.99)
assert abs(slope - slope_grid) < 1e-3

# Mode sum: two coupled quantum oscillators in a number basis (hbar=kB=1).
pair_mass = np.array([1.0, 3.0])
pair_k = np.array([[1.5, -0.5], [-0.5, 1.0]])
pair_temp, size = 0.5, 26
local_freq = np.sqrt(np.diag(pair_k) / pair_mass)
lower = np.diag(np.sqrt(np.arange(1, size)), 1)
position = [(lower + lower.T) / np.sqrt(2 * pair_mass[i] * local_freq[i])
            for i in range(2)]
number = np.diag(np.arange(size) + 0.5)
unit = np.eye(size)
pair_h = (local_freq[0] * np.kron(number, unit)
          + local_freq[1] * np.kron(unit, number)
          + pair_k[0, 1] * np.kron(position[0], position[1]))
pair_e, pair_states = np.linalg.eigh(pair_h)
pair_w = np.exp(-(pair_e - pair_e[0]) / pair_temp)
square = np.kron(position[0] @ position[0], unit)
level_squares = np.sum(pair_states * (square @ pair_states), axis=0)
direct_var = level_squares @ pair_w / pair_w.sum()
mode_sq, mode_vec = np.linalg.eigh(
    pair_k / np.sqrt(np.outer(pair_mass, pair_mass)))
mode_freq = np.sqrt(mode_sq)
mode_var = np.sum(mode_vec[0]**2 / (2 * pair_mass[0] * mode_freq)
                  / np.tanh(mode_freq / (2 * pair_temp)))
assert abs(direct_var / mode_var - 1) < 1e-6

# Oxygen weight in the optic mode of a free Hf-O pair.
masses = np.array([mass_o_u, mass_hf_u])
bond_matrix = np.array([[1.0, -1.0], [-1.0, 1.0]])
_, optic_vec = np.linalg.eigh(bond_matrix / np.sqrt(np.outer(masses, masses)))
optic_weight = mass_hf_u / (mass_hf_u + mass_o_u)
assert abs(optic_vec[0, 1]**2 - optic_weight) < 1e-10
optic_rms = np.sqrt(optic_weight * full_var)

# Uniform oxygen weight over a band of frequencies.
band_var = quad(lambda f: variance_formula(f, temp),
                band_low, band_high)[0] / (band_high - band_low)
band_rms = np.sqrt(band_var)

# Anharmonic wells with the same curvature at the minimum.
depth = k_spring / (2 * morse_a**2)
wall_right = (1 - np.exp(-morse_a * grid))**2
wall_left = (1 - np.exp(morse_a * grid))**2
morse = depth * wall_right
cage = 0.5 * depth * (wall_right + wall_left)
morse_levels = solve(morse)[0][:4]
ladder = quantum * (np.arange(4) + 0.5)
assert np.allclose(morse_levels, ladder - ladder**2 / (4 * depth), rtol=1e-5)
morse_rms = np.sqrt(thermal_mean_variance(morse, temp)[1])
cage_rms = np.sqrt(thermal_mean_variance(cage, temp)[1])
assert cage_rms < rms < morse_rms

# A uniform field moves the mean but not the harmonic variance.
force = charge_e * field_mv_cm * 1e8 * ANGSTROM * 1e3     # meV/angstrom
field_shift = force / k_spring
field_mean, field_var = thermal_mean_variance(harmonic - force * grid, temp)
assert abs(field_mean / field_shift - 1) < 1e-6
assert abs(field_var / full_var - 1) < 1e-6

# Misreading 10 THz as an angular frequency of 1e13 rad/s.
misread_rms = np.sqrt(variance_formula(freq_thz / (2 * np.pi), temp))


def percent(value):
    return 100 * (value / rms - 1)


print(f"oxygen mass: {mass_o_u:.3f} u = {mass:.4e} kg")
print(f"frequency: {freq_thz:.1f} THz; temperature: {temp:.1f} K")
print(f"angular frequency: {2*np.pi*freq_thz*1e12:.4e} rad/s")
print(f"stiffness: {k_spring*MEV/ANGSTROM**2:.2f} N/m")
print(f"vibrational quantum: {quantum:.3f} meV")
print(f"thermal energy kB T: {thermal:.3f} meV")
print(f"y = quantum/(2 kB T): {y:.4f}; coth y: {1/np.tanh(y):.4f}")
print(f"mean occupation: {n_mean:.4f}")
print(f"zero-point variance: {zero_var:.6f} angstrom^2")
print(f"thermal variance: {thermal_var:.6f} angstrom^2")
print(f"full variance, formula: {full_var:.6f} angstrom^2")
print(f"full variance, grid: {grid_var:.6f} angstrom^2")
print(f"zero-point share of variance: {100*zero_var/full_var:.1f} %")
print(f"zero-point rms alone: {np.sqrt(zero_var):.4f} angstrom")
print(f"thermal part rms alone: {np.sqrt(thermal_var):.4f} angstrom")
print(f"classical rms: {np.sqrt(classical_var):.4f} angstrom")
print(f"classical rms with first correction: {np.sqrt(series_var):.4f} angstrom")
print(f"FULL RMS: {rms:.4f} angstrom = {100*rms:.2f} pm")
print(f"rough bond length: {bond_length:.1f} angstrom")
print(f"rms/bond length: {100*rms/bond_length:.1f} %")
print(f"d ln(rms)/d ln(f), formula: {slope:.4f}; grid: {slope_grid:.4f}")
print(f"rms at {temp_hot:.2f} K: {np.sqrt(hot_var):.4f} angstrom, "
      f"change {percent(np.sqrt(hot_var)):+.1f} %")
print(f"rough mode band: {band_low:.0f} to {band_high:.0f} THz")
print(f"rms for mode band: {band_rms:.4f} angstrom, "
      f"change {percent(band_rms):+.1f} %")
print(f"hafnium mass: {mass_hf_u:.2f} u")
print(f"oxygen weight in Hf-O optic mode: {optic_weight:.4f}")
print(f"rms from optic mode only: {optic_rms:.4f} angstrom, "
      f"change {percent(optic_rms):+.1f} %")
print(f"rough Morse inverse range: {morse_a:.1f} per angstrom")
print(f"one-sided Morse well depth: {depth:.1f} meV")
print(f"rms in one-sided Morse well: {morse_rms:.4f} angstrom, "
      f"change {percent(morse_rms):+.1f} %")
print(f"rms in symmetric Morse cage: {cage_rms:.4f} angstrom, "
      f"change {percent(cage_rms):+.1f} %")
print(f"field: {field_mv_cm:.1f} MV/cm; rough charge size: {charge_e:.1f} e")
print(f"field shift of mean position: {field_shift:.4f} angstrom")
print(f"field shift/rms: {100*field_shift/rms:.1f} %")
print(f"rms if 10 THz is misread as 1e13 rad/s: {misread_rms:.4f} angstrom")
print(f"misread rms/correct rms: {misread_rms/rms:.2f}")
print("every check passed")
```

It prints:

```
oxygen mass: 15.999 u = 2.6567e-26 kg
frequency: 10.0 THz; temperature: 300.0 K
angular frequency: 6.2832e+13 rad/s
stiffness: 104.88 N/m
vibrational quantum: 41.357 meV
thermal energy kB T: 25.852 meV
y = quantum/(2 kB T): 0.7999; coth y: 1.5061
mean occupation: 0.2531
zero-point variance: 0.003159 angstrom^2
thermal variance: 0.001599 angstrom^2
full variance, formula: 0.004757 angstrom^2
full variance, grid: 0.004757 angstrom^2
zero-point share of variance: 66.4 %
zero-point rms alone: 0.0562 angstrom
thermal part rms alone: 0.0400 angstrom
classical rms: 0.0628 angstrom
classical rms with first correction: 0.0692 angstrom
FULL RMS: 0.0690 angstrom = 6.90 pm
rough bond length: 2.1 angstrom
rms/bond length: 3.3 %
d ln(rms)/d ln(f), formula: -0.8368; grid: -0.8368
rms at 358.15 K: 0.0735 angstrom, change +6.5 %
rough mode band: 4 to 20 THz
rms for mode band: 0.0757 angstrom, change +9.7 %
hafnium mass: 178.49 u
oxygen weight in Hf-O optic mode: 0.9177
rms from optic mode only: 0.0661 angstrom, change -4.2 %
rough Morse inverse range: 2.0 per angstrom
one-sided Morse well depth: 818.3 meV
rms in one-sided Morse well: 0.0719 angstrom, change +4.2 %
rms in symmetric Morse cage: 0.0672 angstrom, change -2.5 %
field: 2.0 MV/cm; rough charge size: 2.5 e
field shift of mean position: 0.0076 angstrom
field shift/rms: 11.1 %
rms if 10 THz is misread as 1e13 rad/s: 0.3959 angstrom
misread rms/correct rms: 5.74
every check passed
```
